# Why a periodic velocity-swapping simulation has two heat paths

## Question

I am stuck on an exercise about molecular dynamics of heat. A cell is periodic along $z$, with a cold slab at $z=0$ and a hot slab half a period away. At intervals, the program exchanges the velocities of the fastest atom in the cold slab and the slowest atom in the hot slab. The atoms have equal masses.

In the steady state the swaps move 0.16 µW in total. The cross-section is 16 nm², and the temperature gradient has size 0.5 K/nm on either side of the hot slab. I divided the power by the area and the gradient and found 20 W/(m K). The exercise wants 10 W/(m K).

Where does the factor of two come from, and would it survive if the hot slab were off centre? The cell is described as silicon at 1000 K with a period of 16 nm. May I then call the answer the conductivity of silicon?

## Answer

The 0.16 µW is the power carried by both paths together. Each path carries half of it, while your formula sends all of it through one. To see this, follow the energy into and out of the hot slab.

### What the swaps deliver

Let $v_c$ be the speed of the chosen atom in the cold slab and $v_h$ that of the chosen atom in the hot slab, with $v_c>v_h$. After the exchange, the hot slab has gained

$$
\Delta E=\frac{m}{2}\left(v_c^2-v_h^2\right),
$$

and the cold slab has lost the same amount. No atom has moved, so the potential energy is unchanged. Because the masses are equal, the total momentum is unchanged too. Over a long time $t$, the swap power is

$$
P=\frac{1}{t}\sum_{\rm swaps}\Delta E .
$$

Each swap is counted once. Adding the cold slab's loss to the hot slab's gain would count the same energy twice.

The swaps carry energy from cold to hot, and conduction brings it back. The hot slab has two faces. If $P_1$ and $P_2$ are the powers leaving through them, the slab's energy $E_h$ obeys

$$
\frac{dE_h}{dt}=P-P_1-P_2 .
$$

In the steady state the averaged left side is zero, so

$$
P=P_1+P_2 .
$$

Both streams end at the cold slab: one reaches it at $z=0$, the other at its periodic image $z=L$, where $L$ is the period.

### From power to conductivity

Fourier's law for the flux along $+z$ is $j_z=-\kappa\,dT/dz$. I use it here to define an effective conductivity $\kappa$ of this cell, with the gradient read away from the swap slabs.

Between $z=0$ and the hot slab the temperature rises, so $dT/dz=+G_1$ and $j_z=-\kappa G_1$. The minus sign means that heat flows left, out of the hot slab. Beyond the hot slab the temperature falls, so $dT/dz=-G_2$ and $j_z=+\kappa G_2$. This heat flows right, also out of the hot slab. With $G_1$ and $G_2$ taken as positive sizes, the outgoing powers are

$$
P_1=\kappa A G_1,\qquad P_2=\kappa A G_2 .
$$

Adding them and solving for $\kappa$ gives

$$
P=\kappa A(G_1+G_2)
\quad\Longrightarrow\quad
\kappa=\frac{P}{A(G_1+G_2)} .
$$

Your hot slab is half a period from the cold one, so the two arms are mirror images and $G_1=G_2=G$. Therefore

$$
\kappa=\frac{P}{2AG}.
$$

Each arm carries 0.08 µW, and the flux is

$$
\frac{P}{2A}=\frac{0.08\times10^{-6}\ {\rm W}}{16\times10^{-18}\ {\rm m^2}}
=5\times10^9\ {\rm W/m^2}.
$$

Since 0.5 K/nm is $0.5\times10^9$ K/m,

$$
\kappa=\frac{5\times10^9\ {\rm W/m^2}}{0.5\times10^9\ {\rm K/m}}
=10\ {\rm W/(m\,K)} .
$$

Your value of 20 fails when it is put back. At the same $P$ and $A$, it would require a gradient of 0.25 K/nm in each arm, half of what was measured.

### If the hot slab is off centre

Let the arms have lengths $d_1$ and $d_2$, with $d_1+d_2=L$. They join the same two temperatures. If $\kappa$ is constant and each profile is straight right up to the slabs, then

$$
G_1d_1=G_2d_2,
\qquad\text{or}\qquad
G_2=G_1\frac{d_1}{d_2}.
$$

Insert this into the power balance:

$$
P=\kappa A G_1\left(1+\frac{d_1}{d_2}\right)
=\kappa A G_1\frac{L}{d_2}.
$$

Hence

$$
G_1=\frac{P}{\kappa A}\frac{d_2}{L},
\qquad
G_2=\frac{P}{\kappa A}\frac{d_1}{L}.
$$

The shorter arm has the steeper gradient and carries more heat. Keep $P$, $A$ and $\kappa=10$ W/(m K) fixed, and take arms of 6 and 10 nm. Then $P/(\kappa A)=1$ K/nm, and the gradients are $10/16=0.625$ K/nm and $6/16=0.375$ K/nm. Their sum is still 1 K/nm. As long as one $\kappa$ holds for both arms, you may therefore keep the factor of two if $G$ means the plain average $(G_1+G_2)/2$, not an average weighted by arm length. In very short arms the effective conductivity can depend on arm length, and the rule is then only approximate. The split into 0.625 and 0.375 K/nm also shifts there, because the profile is no longer straight near the slabs.

In the limit $d_1/L\to0$, this Fourier model gives $P_1/P=d_2/L\to1$. Nearly all the heat then takes the short arm, and $\kappa\to P/(AG_1)$, provided that even this arm is much longer than the distance phonons travel between collisions. The factor of two also disappears if the second path is removed, with the slabs at opposite insulated ends of a non-periodic bar. Your formula is right for that bar.

### Is 10 W/(m K) the conductivity of silicon?

No. It is the effective conductivity implied by the exercise's numbers for a short cell. A rough value for a long crystal of silicon near 1000 K is $\kappa_{\rm long}=30$ W/(m K). One reason to expect a lower value in the cell is that each arm is only 8 nm long, so many phonons can cross it without a collision.

For a rough scale, give all phonons one speed $v$ and one mean free path $\Lambda$. Silicon has eight atoms per cubic cell, and its room-temperature lattice parameter gives $n=49.9$ atoms/nm³. The classical heat capacity is $C=3nk_B=2.07$ MJ/(m³ K). With a rough mean speed of 6400 m/s, the kinetic relation $\kappa_{\rm long}=Cv\Lambda/3$, derived below, gives

$$
\Lambda=\frac{3\kappa_{\rm long}}{Cv}
=\frac{3\times30}{2.07\times10^6\times6400}\ {\rm m}
\approx6.8\ {\rm nm}.
$$

Now consider an arm of length $d$ with a prescribed linear temperature of slope $G$. Let $\mu$ be the cosine of the angle between a phonon's direction and $+z$, and let $g$ be the departure from local equilibrium, expressed as a temperature. In the relaxation-time model,

$$
\mu\Lambda\left(\frac{dg}{dz}+G\right)=-g .
$$

Assume that the slabs emit equilibrium phonons. For $\mu>0$ this means $g(0)=0$, and the solution is

$$
g=-\mu\Lambda G\left(1-e^{-z/(\mu\Lambda)}\right).
$$

The flux is $j_z=(Cv/2)\int_{-1}^{1}\mu g\,d\mu$. Far from both slabs the exponentials vanish and $g=-\mu\Lambda G$ for both signs of $\mu$. Since $\int_{-1}^{1}\mu^2d\mu=2/3$, the flux is $-Cv\Lambda G/3$, which is the kinetic relation used above.

In a short arm, average the bracket over $z$. With $K=\Lambda/d$,

$$
\frac1d\int_0^d\left(1-e^{-z/(\mu\Lambda)}\right)dz
=1-\mu K\left(1-e^{-1/(\mu K)}\right).
$$

Phonons with $\mu<0$ start at the other slab and give the same average by reflection. Dividing the averaged flux by its long-arm value gives the reduction factor

$$
\begin{aligned}
r&=3\int_0^1\mu^2\left[1-\mu K\left(1-e^{-1/(\mu K)}\right)\right]d\mu\\
&=1-3K\int_0^1\mu^3\left(1-e^{-1/(\mu K)}\right)d\mu .
\end{aligned}
$$

For $K\ll1$ the exponential is negligible and $r\approx1-3K/4$, so long arms recover the long-crystal value. For $K\gg1$, expanding the exponential to second order gives $r\approx3/(4K)$. The conductivity based on the full temperature difference between the slabs then tends to $Cvd/4$: it grows with arm length and no longer depends on $\Lambda$.

Here $K=6.8/8=0.85$. Numerical integration gives $r\approx0.51$, which would lower the rough 30 to about 15 W/(m K) if the temperature followed a straight line from slab to slab. In a true steady state the temperature changes more steeply at and near the slabs, so the gradient read away from them is smaller than the average slope along the arm. With $\kappa$ defined by that inner gradient, as above, the same model gives a much weaker reduction. Solved as a true steady state, with the gradient fitted over the middle half of the arm, the factor is about 0.90, or 27 W/(m K); based on the full difference between the slabs it is about 0.46. If the slabs are instead 1 nm thick heat sources that let phonons pass around the periodic cell, the inner-gradient factor is about 0.64, or 19 W/(m K). The size of the reduction thus depends strongly on the definition and on how the slabs are modelled. Whatever its size, this effect has nothing to do with the two paths, and it must not be used to justify or cancel the factor in $P/(2AG)$.

The estimate does not predict the exercise's 10 W/(m K). Its prescribed linear temperature makes the flux vary along the arm, which a true steady state forbids; I averaged over that variation. It treats the slabs as perfect absorbers and emitters of phonons, although each swap changes only one atom per slab and many phonons pass straight through. It also gives every mode the same speed and mean free path. In silicon the optical modes hold much of the heat capacity but carry little of the heat, so the phonons that carry most of it have paths well above 6.8 nm. Those phonons feel the cell length most, and the real reduction can be much stronger. Take the estimate as a warning about scale: with $\Lambda$ comparable to $d$, one cell is not enough to establish the long-crystal conductivity. You would need a series of much longer cells and an extrapolation to infinite length, checked by adding still longer ones. Even that limit is the lattice conductivity of the interatomic potential used, which need not match real silicon. A small change from one length to the next is not proof of convergence, because phonons with long paths make the approach slow.

The driving is also far from ordinary chip conditions. The flux of 5 GW/m² is thousands of times a rough processor average of 1 MW/m². Yet the measured gradient, extended over a whole arm, amounts to a temperature difference of just $0.5\times8=4$ K. If $\kappa\propto1/T$, the conductivity changes by $1002/998-1\approx0.4\%$ over that range, so this source of curvature is small away from the slabs.

Classical motion is a modest approximation here as well. With a rough Debye temperature $\theta=650$ K and $x_D=\theta/T=0.65$, the Debye ratio of quantum to classical heat capacity is

$$
\frac{3}{x_D^3}\int_0^{x_D}\frac{x^4e^x}{(e^x-1)^2}\,dx\approx0.98 .
$$

In the single-path estimate, with speed and mean free path held fixed, that lowers $\kappa$ by about 2%.

### Can a 4 K difference be measured?

It can, but it needs long averaging. The temperature of a slab of $N$ atoms is found from its kinetic energy, a sum of $3N$ independent terms. For Maxwell velocities each term has variance $(k_BT)^2/2$. Since $T_{\rm est}=2E_{\rm kin}/(3Nk_B)$,

$$
(\delta T)^2=\left(\frac{2}{3Nk_B}\right)^2
3N\,\frac{(k_BT)^2}{2}
=\frac{2T^2}{3N}.
$$

A slab 1 nm thick holds about 799 atoms, so $\delta T=28.9$ K, seven times the signal. Comparing two such slabs over $M$ independent samples leaves a standard error $\sqrt{2/M}\,\delta T$. For an error of 5% of the 4 K difference, which is 0.2 K,

$$
M=2\left(\frac{28.9}{0.2}\right)^2\approx4.2\times10^4 .
$$

The 4 K in this count is the inner gradient extended over 8 nm. The swap slabs themselves can differ by more, because the temperature changes more steeply near them. For two measuring slabs inside one arm, say 6 nm apart, the inner gradient of 0.5 K/nm gives a difference of 3 K. The same 5% then needs $(4/3)^2$ times as many samples, about $7.4\times10^4$. These are independent samples, not consecutive time steps. A fit through the whole arm uses more atoms and has a different error.

The swap power needs averaging too, because it arrives in lumps. Let $F(\varepsilon)$ be the probability that an atom's kinetic energy is below $\varepsilon$. The largest of $N$ independent energies exceeds $\varepsilon$ with probability $1-F^N$, and the smallest does so with probability $(1-F)^N$. The mean of a positive quantity is the integral of its probability of exceeding $\varepsilon$, so

$$
\langle\Delta E\rangle=\int_0^\infty
\left[1-F^N-(1-F)^N\right]d\varepsilon .
$$

With Maxwell velocities at 1000 K in both slabs and $N=799$, numerical integration gives 0.73 eV. A power of 0.16 µW is about 1 eV/ps, so one swap is needed every 0.73 ps on average. Sum $\Delta E$ over many swaps, divide by the elapsed time, and share the result between the two arms.
